# Parabolic-Barrier Tunnelling at Resist Bake Temperature and Near Its Divergence

## Problem

An acid-catalysed deprotection step in a photoresist is modelled by one reaction coordinate crossing an energy barrier. The top of the barrier is an inverted parabola with an imaginary frequency of magnitude \(\nu\), corresponding to 1000 cm\(^{-1}\). The proposed factor by which tunnelling multiplies the classical rate is

\[
\kappa=\frac{u/2}{\sin(u/2)},\qquad u=\frac{h\nu}{k_BT}.
\]

Derive this factor and its range of validity. Find its value at a bake temperature of 383 K, and decide whether it stays finite on cooling. If it does not, say what happens for a barrier of finite height.

## A tempting solution

Tunnelling is a correction to a classical rate, so one expands in \(u\). With \(y=u/2\) and \(\sin y\simeq y-y^3/6\),

\[
\kappa\simeq\frac{1}{1-y^2/6}\simeq1+\frac{y^2}{6}=1+\frac{u^2}{24}.
\]

For 1000 cm\(^{-1}\), \(h\nu/k_B=1438.78\) K. At 383 K this gives \(u=1438.78/383=3.7566\) and \(\kappa\simeq1.59\). The expression \(1+u^2/24\) is finite at every positive temperature, so the factor appears to grow smoothly on cooling, without a divergence.

## Where it fails

The expansion needs \(u\) to be small, and here it is not. The next term shows the damage. From \(\sin y/y=1-y^2/6+y^4/120-\dots\), the reciprocal is

\[
\frac{y}{\sin y}=1+\frac{y^2}{6}+\left(\frac1{36}-\frac1{120}\right)y^4+\dots
=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots
\]

The ratio of the last term shown to the one before it is \(7u^2/240=0.7\,(u^2/24)\). At 383 K, \(u^2/24=0.588\), so this ratio is 0.41: the first neglected term is far from negligible. Moreover, a polynomial in \(u\) is finite for every finite \(u\), so cutting the series removes any divergence before the question has been asked. The full factor is needed, together with the condition under which it holds.

## Transmission through the parabola

Let \(\omega=2\pi\nu\), so that \(\hbar\omega=h\nu\), and let \(V_0\) be the height of the barrier top above the reactants. Near the top the potential is \(V_0-m\omega^2x^2/2\). Measure length in units of \(\sqrt{\hbar/(m\omega)}\) and momentum in units of \(\sqrt{m\hbar\omega}\). The scaled variables obey \([q,p]=i\), and

\[
\frac{H-V_0}{h\nu}=\frac{p^2-q^2}{2},\qquad \varepsilon=\frac{E-V_0}{h\nu}.
\]

Define \(Q=(q+p)/\sqrt2\) and \(P=(p-q)/\sqrt2\). Then \([Q,P]=\tfrac12([q,p]-[p,q])=i\), so they are again a coordinate and its momentum. Multiplying out gives \(QP+PQ=p^2-q^2\), and the scaled Hamiltonian is \((QP+PQ)/2\).

The classical motion, in the time variable \(\omega t\), is \(\dot Q=Q\), \(\dot P=-P\). At early times \(P\) dominates, with \(q\simeq-P/\sqrt2\) and \(p\simeq P/\sqrt2\). A particle arriving from the left therefore has \(P>0\). At late times \(Q\) dominates and \(q\simeq Q/\sqrt2\), so \(Q>0\) means transmitted and \(Q<0\) reflected.

In the \(P\) representation \(Q=i\,d/dP\), and the eigenvalue equation is

\[
i\left(P\frac{d}{dP}+\frac12\right)\chi=\varepsilon\chi .
\]

The solution for a wave incident from the left is \(\chi=P^{-1/2-i\varepsilon}\) for \(P>0\) and zero for \(P<0\). The jump at \(P=0\) adds no extra term, because \(P\,d\chi/dP=d(P\chi)/dP-\chi\) and \(P\chi\) vanishes continuously there.

The outgoing wave is the Fourier transform. With \(s=\tfrac12-i\varepsilon\),

\[
\phi(Q)=\frac1{\sqrt{2\pi}}\int_0^\infty P^{s-1}e^{iPQ}\,dP
=\frac{\Gamma(s)}{\sqrt{2\pi}}\,(-iQ)^{-s},
\]

where the integral is defined by adding a small damping to the exponent and then removing it. For \(Q>0\), \(-iQ=|Q|e^{-i\pi/2}\), and \((-iQ)^{-s}\) has modulus \(|Q|^{-1/2}e^{\pi\varepsilon/2}\). For \(Q<0\) the phase is reversed and the modulus is \(|Q|^{-1/2}e^{-\pi\varepsilon/2}\).

Flux is density times speed. The speed is \(|P|\) for the incoming wave and \(|Q|\) for the outgoing one, so the incoming flux is \(|\chi|^2|P|=1\), and the transmitted and reflected fractions are

\[
\frac{|\Gamma(s)|^2}{2\pi}e^{\pi\varepsilon}\quad\text{and}\quad
\frac{|\Gamma(s)|^2}{2\pi}e^{-\pi\varepsilon}.
\]

Since \(1-s\) is the complex conjugate of \(s\), the reflection formula \(\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s\) gives \(|\Gamma(s)|^2=\pi/\cosh\pi\varepsilon\). The two fractions then add to one, and the transmission is

\[
\mathcal T(E)=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}=\frac{1}{1+e^{-2\pi\varepsilon}}.
\]

At \(\varepsilon=-0.2\) this is 0.22155; direct numerical integration of the Schrödinger equation gives the same five digits.

## Thermal average

For thermal reactants in one dimension, the flux arriving per unit energy is proportional to \(e^{-E/k_BT}\), because the speed cancels against the density of states. Classically everything above \(V_0\) crosses and nothing below does. The tunnelling factor is therefore

\[
\kappa=\frac{\int\mathcal T(E)e^{-E/k_BT}dE}{\int_{V_0}^{\infty}e^{-E/k_BT}dE}.
\]

The denominator is \(k_BT\,e^{-V_0/k_BT}\). Put \(x=(E-V_0)/k_BT\) and \(a=2\pi/u\), so that \(2\pi\varepsilon=ax\). If the parabola is continued downwards without limit,

\[
\kappa=\int_{-\infty}^{\infty}\frac{e^{-x}}{1+e^{-ax}}\,dx .
\]

For large positive \(x\) the integrand falls as \(e^{-x}\). For large negative \(x\) it behaves as \(e^{(a-1)x}\), which is integrable only if \(a>1\), that is, \(u<2\pi\). This is the range in which the factor exists for an unbounded parabola; a barrier of finite height sets a stricter limit, discussed below. Physically, the Boltzmann population rises exponentially towards lower energy while the transmission falls exponentially, and the transmission must fall faster.

For \(a>1\), integrate \(f(z)=e^{-z}/(1+e^{-az})\) around a rectangle resting on the real axis, of height \(2\pi/a\). The vertical sides vanish as they recede, by the same exponential bounds. On the upper side \(f\) is multiplied by \(e^{-2\pi i/a}\). The one enclosed pole is at \(z=i\pi/a\), where the derivative of the denominator is \(-ae^{-az}=a\), so the residue is \(e^{-i\pi/a}/a\). Hence

\[
\kappa\left(1-e^{-2\pi i/a}\right)=\frac{2\pi i}{a}e^{-i\pi/a}.
\]

Multiplying by \(e^{i\pi/a}\) turns the left side into \(2i\kappa\sin(\pi/a)\). With \(\pi/a=u/2\),

\[
\boxed{\kappa=\frac{\pi/a}{\sin(\pi/a)}=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi.}
\]

## The two temperatures

At 383 K (110 °C), \(u/2=1.8783\) rad and

\[
\kappa=\frac{1.8783}{0.9531}=1.97 .
\]

The short expansion gave 1.59, which is too low. In this model 61% of the reactive flux crosses at energies below the barrier top, so tunnelling is not a small correction here.

The limit \(u=2\pi\) is reached at

\[
T_c=\frac{h\nu}{2\pi k_B}=\frac{1438.78\ \text{K}}{2\pi}=229\ \text{K}.
\]

Since \(u/2=\pi T_c/T\) and \(\sin(\pi T_c/T)=\sin[\pi(T-T_c)/T]\), replacing the last sine by its argument just above \(T_c\) gives

\[
\kappa\simeq\frac{\pi T_c/T}{\pi(T-T_c)/T}=\frac{T_c}{T-T_c}.
\]

The factor thus diverges as a simple pole. It is 3.54 at 300 K, 7.56 at 260 K, 20.9 at 240 K and 114 at 231 K. Below \(T_c\) the integral has no finite value. The closed formula would return negative numbers for \(2\pi<u<4\pi\), but it no longer represents the integral there.

## A barrier of finite height

The divergence comes from energies arbitrarily far below the top, which a real barrier does not have. Keep the parabolic transmission but stop the integral at the reactant energy, \(x=-v\) with \(v=V_0/k_BT\). This assumes the products lie no higher than the reactants; for an uphill step the lower limit is the product energy instead. At \(T_c\), where \(a=1\),

\[
\kappa_{\rm cut}=\int_{-v}^{\infty}\frac{dx}{e^{x}+1}
=\Big[-\ln(1+e^{-x})\Big]_{-v}^{\infty}=\ln(1+e^{v})\simeq v .
\]

For \(V_0=1.0\) eV this is 50.7: large, but finite. Far enough below \(T_c\) that \((1-a)v\gg1\), the cut integral is dominated by its lower end and grows with \(v\) roughly as \(e^{(1-a)v}\). At 200 K, with the curvature held fixed, raising the cut depth from 1.0 to 2.0 eV multiplies it by about 1550. Such a result reflects the assumed shape far from the top, where a parabola is a poor guide.

A smoother model is the symmetric Eckart barrier \(V_0/\cosh^2(x/b)\), with \(b\) chosen to give the same curvature at the top. Its transmission is

\[
\mathcal T_E=\frac{\sinh^2A}{\sinh^2A+\cosh^2B},\quad
A=\frac{2\pi\sqrt{EV_0}}{h\nu},\quad
B=\frac{\pi}{2}\sqrt{\left(\frac{4V_0}{h\nu}\right)^2-1}.
\]

This formula is quoted rather than derived. For \(V_0=1.0\) eV it was tested against direct integration of the Schrödinger equation at \(E=0.9V_0\) and \(1.05V_0\), and agreed within one part in \(10^4\). Its thermal average at \(T_c\) is 12.2, well below 50.7. Because \(\tanh^2 z\le z^2\), the Eckart barrier lies on or above the parabola everywhere. It is therefore thicker at each energy below the top, which weakens deep tunnelling. For such a barrier the closed formula fails already somewhat above \(T_c\): at 240 K it gives 20.9, more than the Eckart factor reaches even at the lower temperature \(T_c\).

At 383 K the shape matters much less: the Eckart factor is 1.95 for a 1.0 eV barrier and 1.93 for 0.5 eV, against 1.97 for the parabola. The pole is an artefact of the unbounded parabola, while the bake-temperature value survives this change of shape as long as the barrier is high on both sides. For an uphill step it does not: an asymmetric Eckart barrier with the same curvature at the top and a forward height of 1.0 eV gives 1.88, 1.82, 1.66 and 1.42 at 383 K for reverse heights of 0.3, 0.2, 0.1 and 0.05 eV.

## Meaning for a resist bake

Tunnelling also changes the temperature dependence of the rate. Take the rate as \(C\kappa e^{-V_0/k_BT}\) with \(C\) independent of temperature, and define the apparent activation energy as \(E_a=k_BT^2\,d\ln(\text{rate})/dT\). With \(y=u/2\), \(dy/dT=-y/T\) and \(\ln\kappa=\ln y-\ln\sin y\),

\[
E_a-V_0=k_BT^2\left(\frac1y-\cot y\right)\left(-\frac yT\right)
=-k_BT\,(1-y\cot y).
\]

At 383 K this is \(-53\) meV, so, with \(C\) constant, a 1.0 eV barrier would appear as about 0.95 eV in an Arrhenius plot taken near that temperature. This is only the tunnelling part of the shift. A prefactor proportional to \(T\) adds \(k_BT=33\) meV. If the reactant sits in a quantised harmonic well, \(C\propto T\sinh(h\nu_0/2k_BT)\), and the total shift becomes about \(-85\) meV for a well frequency of 1000 cm\(^{-1}\) and \(-206\) meV for 3000 cm\(^{-1}\), so a measured activation energy does not isolate tunnelling.

The example is set in the regime of a chemically amplified resist with tert-butyl ester protecting groups, for which a bake near 110 °C and a barrier near 1 eV are rough typical values. The frequency is the decisive assumption. A value of 1000 cm\(^{-1}\) suits a step in which a proton moves. If breaking the carbon–oxygen bond limits the rate instead, heavier atoms move; a rough 200 cm\(^{-1}\) then gives \(\kappa=1.02\) at 383 K, and tunnelling hardly matters. Even for a proton step, changing the frequency by ten percent either way moves \(\kappa\) between 1.70 and 2.35, more than the change to a symmetric Eckart barrier does, though a reverse barrier of 0.1 eV or less lowers \(\kappa\) below this range. Friction from the polymer, coupling to other coordinates and acid diffusion are left out, and their effects are not estimated here. The numerical output below lists the values for the parabola and the symmetric Eckart barrier.

## Computed values

```
Imaginary frequency, magnitude: 1000 cm^-1
Energy quantum h nu: 0.12398 eV
h nu/kB: 1438.78 K
Bake temperature: 383 K
Thermal energy kB T at bake: 0.03300 eV
Barrier height (rough): 1.0 eV
Crossover temperature Tc: 228.99 K
u at bake: 3.7566 (no unit)
u/2 at bake: 1.8783 rad
sin(u/2) at bake: 0.9531 (no unit)
kappa at bake, formula: 1.9707 (no unit)
kappa at bake, quadrature: 1.9707 (no unit)
1 + u^2/24 at bake: 1.5880 (no unit)
Flux share below barrier top: 61.3 %
Activation energy shift at bake: -52.7 meV
Transmission at E-V0 = -0.2 h nu, formula: 0.22155
Same, from Schrodinger equation: 0.22155
kappa at 300 K: 3.542 (no unit)
kappa at 260 K: 7.560 (no unit)
kappa at 240 K: 20.867 (no unit)
kappa at 231 K: 113.851 (no unit)
kappa at 1.01 Tc, quadrature: 100.02 (no unit)
V0/(kB Tc): 50.68 (no unit)
kappa at Tc, parabola cut at 1.0 eV: 50.68 (no unit)
kappa at Tc, Eckart 1.0 eV: 12.16 (no unit)
Growth at 200 K, cut 1.0 to 2.0 eV: 1550 times
kappa loss at bake, cut at 0.5 eV: 0.0028 %
kappa at bake, Eckart 1.0 eV: 1.9453 (no unit)
kappa at bake, Eckart 0.5 eV: 1.9279 (no unit)
kappa at bake for 200 cm^-1: 1.0239 (no unit)
kappa at bake for 900 cm^-1: 1.7026 (no unit)
kappa at bake for 1100 cm^-1: 2.3484 (no unit)
```
